# The acoustic critical cone between liquid helium and a solid: test program

```python
"""
Result under test: sound in liquid helium (speed c1) can enter a solid (wave
speed c2 > c1) only within the angle theta_c = arcsin(c1/c2) of the normal.
This cone fills the fraction f = 1 - cos(theta_c) of the hemisphere.
Symbols: s = c1/c2; kappa = decay constant of pressure in the solid outside
the cone; Z = density * speed = acoustic impedance; T = energy transmission.
Model: flat lossless interface, one scalar wave branch in the solid.
"""
import numpy as np
from scipy.integrate import dblquad, solve_ivp
from scipy.optimize import minimize_scalar

c_helium = 238.0          # m/s
c_solid = 5000.0          # m/s
c_slow = 3000.0           # m/s, round model value for a slower branch
density_ratio = 20.0      # solid / helium, round model value


def critical_angle(c2):
    return np.arcsin(c_helium / c2)


def cone_fraction(c2):
    s = c_helium / c2
    return s**2 / (1 + np.sqrt(1 - s**2))


def fastest_path(c2, lateral):
    """Sines of both ray angles for the path of least travel time.

    The end points lie at unit distance from the interface on either side.
    """
    def travel_time(x):
        return np.hypot(1, x) + c_helium / c2 * np.hypot(1, lateral - x)
    x = minimize_scalar(travel_time, bounds=(0, 1), method="bounded",
                        options={"xatol": 1e-11}).x
    return x / np.hypot(1, x), (lateral - x) / np.hypot(1, lateral - x)


def cap_fraction(c2):
    """Area of the spherical cap over a disc, in Cartesian coordinates."""
    s = c_helium / c2
    area, _ = dblquad(lambda y, x: 1 / np.sqrt(1 - x * x - y * y), 0, s,
                      0, lambda x: np.sqrt(max(s * s - x * x, 0.0)),
                      epsabs=1e-12, epsrel=1e-10)
    return 4 * area / (2 * np.pi)


# Least travel time: refraction law, and its limit for a grazing ray in the solid
for speed in (c_solid, c_slow):
    sin1, sin2 = fastest_path(speed, 1.0)
    assert abs(sin1 / sin2 / (c_helium / speed) - 1) < 2e-5
    sin1, sin2 = fastest_path(speed, 1000.0)
    assert abs(np.arcsin(sin1) / critical_angle(speed) - 1) < 2e-5
    if speed == c_solid:
        grazing_angle = np.degrees(np.arcsin(sin1))
    assert abs(cap_fraction(speed) / cone_fraction(speed) - 1) < 1e-7

s = c_helium / c_solid
theta_c = critical_angle(c_solid)
fraction = cone_fraction(c_solid)
fraction_cap = cap_fraction(c_solid)
assert abs(fraction / (1 - np.cos(theta_c)) - 1) < 1e-10
# Leading relative correction to s^2/2 is s^2/4; the next order is ~ s^2 smaller
assert abs((fraction_cap / (s**2 / 2) - 1) / (s**2 / 4) - 1) < 0.01

# Random isotropic directions sorted by the wavevector along the interface
rng = np.random.default_rng(12345)
n_chunks, chunk = 10, 2_000_000
count, flux_open, flux_all = 0, 0.0, 0.0
for _ in range(n_chunks):
    nx, ny, nz = rng.standard_normal((3, chunk))
    parallel2 = nx**2 + ny**2
    length2 = parallel2 + nz**2
    normal = np.abs(nz) / np.sqrt(length2)
    is_open = parallel2 / length2 / c_helium**2 < 1 / c_solid**2
    count += int(is_open.sum())
    flux_open += normal[is_open].sum()
    flux_all += normal.sum()
n_total = n_chunks * chunk
fraction_random = count / n_total
flux_random = flux_open / flux_all
# Statistical error is about 0.7 percent for the roughly 2e4 accepted directions
assert abs(fraction_random / fraction - 1) < 0.04
assert abs(flux_random / s**2 - 1) < 0.04


def slab_transmission(angle, thickness):
    """Helium / solid slab / helium; lengths in units of c1/omega."""
    k_parallel, k_normal = np.sin(angle), np.cos(angle)

    def acoustic(z, y):
        pressure, scaled_velocity = y
        return [density_ratio * scaled_velocity,
                (k_parallel**2 - s**2) / density_ratio * pressure]
    start = np.array([1.0, 1j * k_normal], dtype=complex)
    sol = solve_ivp(acoustic, (thickness, 0), start, method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    pressure, scaled_velocity = sol.y[:, -1]
    incident = (pressure + scaled_velocity / (1j * k_normal)) / 2
    return 1 / abs(incident)**2


# Inside the cone a resonant slab passes everything; outside, sound must tunnel
angle_in, angle_out = np.radians(2.0), np.radians(5.0)
kz_solid = np.sqrt(s**2 - np.sin(angle_in)**2)
resonant_thickness = 5 * np.pi / kz_solid
T_in = slab_transmission(angle_in, resonant_thickness)
T_out = slab_transmission(angle_out, resonant_thickness)
assert abs(T_in - 1) < 1e-5
assert T_out < 1e-20
kappa = np.sqrt(np.sin(angle_out)**2 - s**2)
thin, thick = 80.0, 110.0
kappa_numeric = np.log(slab_transmission(angle_out, thin)
                       / slab_transmission(angle_out, thick)) / (2 * (thick - thin))
# Multiple reflections in the thinner slab leave a relative error below 1e-4
assert abs(kappa_numeric / kappa - 1) < 1e-4

# Pulse at normal incidence; each cell is crossed in exactly one time step
n_side = 2000
impedance_ratio = density_ratio * c_solid / c_helium
Z = np.concatenate([np.ones(n_side), np.full(n_side, impedance_ratio)])
cells = np.arange(2 * n_side)
pressure = np.exp(-((cells - n_side / 2) / 60.0)**2)
incident_energy = np.sum(pressure**2 / Z)
velocity = pressure[:-1] / Z[:-1]
face_inertia = (Z[1:] + Z[:-1]) / 2
for _ in range(n_side):
    pressure[1:-1] -= Z[1:-1] * np.diff(velocity)
    velocity -= np.diff(pressure) / face_inertia
T_pulse = np.sum(pressure[n_side:]**2 / Z[n_side:]) / incident_energy
T_normal = 4 * impedance_ratio / (1 + impedance_ratio)**2
assert abs(T_pulse / T_normal - 1) < 2e-3

print(f"Sound speed in helium: {c_helium:.0f} m/s")
print(f"Wave speed in solid: {c_solid:.0f} m/s")
print(f"Speed ratio s = sin(theta_c): {s:.4f}")
print(f"Critical angle: {theta_c:.6f} rad")
print(f"Critical angle: {np.degrees(theta_c):.4f} degrees")
print(f"Angle from least-time grazing path: {grazing_angle:.4f} degrees")
print(f"cos(theta_c): {np.cos(theta_c):.8f}")
print(f"Solid angle of cone: {2 * np.pi * fraction:.6f} sr")
print(f"Hemispherical fraction f: {fraction:.7f}")
print(f"f from Cartesian cap integral: {fraction_cap:.7f}")
print(f"f from random directions: {fraction_random:.6f}")
print(f"Number of random directions: {n_total}")
print(f"One direction in (1/f): {1 / fraction:.0f}")
print(f"Small-angle estimate s^2/2: {s**2 / 2:.7f}")
print(f"Relative correction s^2/4: {s**2 / 4:.6f}")
print(f"Flux-weighted share s^2: {s**2:.6f}")
print(f"Flux-weighted share, random directions: {flux_random:.6f}")
print(f"Slower branch speed: {c_slow:.0f} m/s")
print(f"Slower branch critical angle: {np.degrees(critical_angle(c_slow)):.4f} degrees")
print(f"Slower branch fraction: {cone_fraction(c_slow):.6f}")
print(f"Model density ratio solid/helium: {density_ratio:.0f}")
print(f"Impedance ratio Z2/Z1: {impedance_ratio:.2f}")
print(f"Normal-incidence transmission, formula: {T_normal:.6f}")
print(f"Normal-incidence transmission, pulse: {T_pulse:.6f}")
print(f"Test slab thickness: {resonant_thickness / (2 * np.pi):.2f} helium wavelengths")
print(f"Slab transmission at {np.degrees(angle_in):.0f} degrees: {T_in:.6f}")
print(f"Slab transmission at {np.degrees(angle_out):.0f} degrees: {T_out:.2e}")
print(f"kappa*c1/omega at 5 degrees, formula: {kappa:.6f}")
print(f"kappa*c1/omega at 5 degrees, slabs: {kappa_numeric:.6f}")
print(f"Decay length 1/kappa at 5 degrees: {1 / (2 * np.pi * kappa):.3f} helium wavelengths")
print("finished without a failed check")
```

It prints:

```
Sound speed in helium: 238 m/s
Wave speed in solid: 5000 m/s
Speed ratio s = sin(theta_c): 0.0476
Critical angle: 0.047618 rad
Critical angle: 2.7283 degrees
Angle from least-time grazing path: 2.7283 degrees
cos(theta_c): 0.99886648
Solid angle of cone: 0.007122 sr
Hemispherical fraction f: 0.0011335
f from Cartesian cap integral: 0.0011335
f from random directions: 0.001128
Number of random directions: 20000000
One direction in (1/f): 882
Small-angle estimate s^2/2: 0.0011329
Relative correction s^2/4: 0.000566
Flux-weighted share s^2: 0.002266
Flux-weighted share, random directions: 0.002255
Slower branch speed: 3000 m/s
Slower branch critical angle: 4.5502 degrees
Slower branch fraction: 0.003152
Model density ratio solid/helium: 20
Impedance ratio Z2/Z1: 420.17
Normal-incidence transmission, formula: 0.009475
Normal-incidence transmission, pulse: 0.009475
Test slab thickness: 77.23 helium wavelengths
Slab transmission at 2 degrees: 1.000000
Slab transmission at 5 degrees: 3.62e-35
kappa*c1/omega at 5 degrees, formula: 0.073009
kappa*c1/omega at 5 degrees, slabs: 0.073010
Decay length 1/kappa at 5 degrees: 2.180 helium wavelengths
finished without a failed check
```
